# Choosing a trapping model for hydrogen diffusion in a barrier film

## Definitions and conventions

Hydrogen in a film is either mobile, with density $c(x,t)$, or held in immobile traps of density $N$, a fraction $\theta(x,t)$ of which is occupied. The film fills $0<x<L$. The McNabb-Foster equations are

$$\partial_t c+N\,\partial_t\theta=D\,\partial_x^2c,\qquad \partial_t\theta=kc(1-\theta)-p\theta .\tag{1}$$

Here $D$ is the lattice diffusion coefficient, $k$ the capture coefficient, $p$ the release rate and $K=k/p$. The total density is $C=c+N\theta$, and the flux towards positive $x$ is $J=-D\,\partial_xc$. Lengths are in nm and times in s. The model assumes uniform temperature and material, one kind of trap holding at most one atom, and no surface reaction.

The setting discussed here is the trapping model of a transport calculation, the stage that follows once electronic-structure calculations have supplied migration, capture and release rates. There are three choices:

- **Full kinetics:** solve (1).
- **Local equilibrium:** set $\theta=Kc/(1+Kc)$ everywhere.
- **One coefficient:** solve $\partial_tC=D_{\rm eff}\,\partial_x^2C$ with constant $D_{\rm eff}$.

## Full kinetics: a step that conserves hydrogen

Divide the film into $M$ cells of width $h=L/M$. Between cells the flux is $J_{i+1/2}=-D(c_{i+1}-c_i)/h$. If the faces are held at $c_0$ and zero, the distance from face to cell centre is $h/2$, so $J_{1/2}=2D(c_0-c_1)/h$ and $J_{M+1/2}=2Dc_M/h$. A sealed face has zero flux. Backward Euler evaluates all fluxes at the new time:

$$h\left[c_i-c_i^{\rm old}+N(\theta_i-\theta_i^{\rm old})\right]=\Delta t\,(J_{i-1/2}-J_{i+1/2}).\tag{2}$$

On summing over cells, each interior flux appears once with each sign and cancels. The change in total hydrogen is therefore $\Delta t(J_{1/2}-J_{M+1/2})$, apart from rounding and the residual of the solver.

The occupancy equation, $\theta_i-\theta_i^{\rm old}=\Delta t[kc_i(1-\theta_i)-p\theta_i]$, is linear in the new $\theta_i$. Collecting its terms gives

$$\theta_i(c_i)=\frac{\theta_i^{\rm old}+\Delta t\,kc_i}{1+\Delta t(kc_i+p)} .\tag{3}$$

For $c_i\ge0$ and $0\le\theta_i^{\rm old}\le1$ the numerator is nonnegative. The denominator exceeds it by $1-\theta_i^{\rm old}+\Delta t\,p>0$, so $0\le\theta_i<1$. Differentiation gives

$$\theta_i'=\frac{\Delta t\,k\,(1+\Delta t\,p-\theta_i^{\rm old})}{[1+\Delta t(kc_i+p)]^2}>0,\tag{4}$$

which decreases as $c_i$ grows. Thus $\theta_i(c_i)$ is increasing and concave.

Dividing (2) by $h$ and inserting (3) leaves equations for the mobile densities alone:

$$F_i(c)=(Ac)_i+N\theta_i(c_i)-b_i=0.\tag{5}$$

With $g=D\Delta t/h^2$, the symmetric matrix $A$ is tridiagonal, has off-diagonal elements $-g$ and row sums of at least 1. The known term is $b_i=c_i^{\rm old}+N\theta_i^{\rm old}$, plus $2gc_0$ in the first cell if that face is held at $c_0$.

### Why a nonnegative solution exists and is unique

$F$ is the gradient of

$$\Phi=\tfrac12c^{T}Ac+\sum_iN\int_0^{c_i}\theta_i(y)\,dy-b^{T}c .$$

Its second-derivative matrix, $B=A+N\,{\rm diag}(\theta_i')$, is positive definite. $\Phi$ is therefore strictly convex on $c\ge0$; it also grows quadratically, so it has one minimum there. At that minimum $F_i=0$ wherever $c_i>0$. Where $c_i=0$, minimality requires $F_i\ge0$. But at $c_i=0$ the neighbours contribute $-g$ times nonnegative densities, and (3) gives $\theta_i=\theta_i^{\rm old}/(1+\Delta t\,p)\le\theta_i^{\rm old}$, so $F_i\le0$. Hence $F_i=0$ there too. Conversely, a nonnegative zero of $F$ minimizes the convex $\Phi$, so there is no second one.

### Why Newton iteration should start from zero

Suppose $By\ge0$ but the smallest component $y_m$ is negative. Since off-diagonal elements are nonpositive, $(By)_m\le y_m\sum_jB_{mj}<0$, a contradiction. Therefore $By\ge0$ implies $y\ge0$.

Start at $c^{(0)}=0$, where $F\le0$ by the argument above. The Newton equation is

$$B(c^{(r)})\,[c^{(r+1)}-c^{(r)}]=-F(c^{(r)}),$$

so $F\le0$ makes the iterate rise. A concave function lies below its tangent, hence

$$F(c^{(r+1)})\le F(c^{(r)})+B(c^{(r)})[c^{(r+1)}-c^{(r)}]=0,$$

and the next iterate rises as well. To bound the sequence, let $c^*$ be the solution and write $-F(c^{(r)})=F(c^*)-F(c^{(r)})=\bar B(c^*-c^{(r)})$, where $\bar B$ contains secant slopes of $\theta_i$ instead of derivatives. These slopes are positive, so $\bar B$ has the same property as $B$ and $c^{(r)}\le c^*$. A rising bounded sequence converges; its increments vanish, hence so does $F$, and the limit is $c^*$. In exact arithmetic this holds for every $\Delta t>0$.

Convergence of the algebra does not make a large step accurate, because backward Euler has a first-order time error. Repeating a run with halved steps and forming twice the fine result minus the coarse one removes the leading error. This combination need not inherit positivity.

## When one coefficient is enough

Consider a small disturbance of a uniform equilibrium state with mobile density $c_b$. Its occupancy is $\theta_b=Kc_b/(1+Kc_b)$, so $1-\theta_b=1/(1+Kc_b)$. Put $c=c_b+u$ and $N\theta=N\theta_b+w$, and drop the product $uw$:

$$\partial_tw=\kappa u-Pw,\qquad \partial_tu=D\,\partial_x^2u-\kappa u+Pw,\tag{6}$$

$$\kappa=\frac{Nk}{1+Kc_b},\qquad P=p+kc_b=p(1+Kc_b).$$

For a disturbance proportional to $\cos(qx)\,e^{-st}$, set $\varepsilon=Dq^2$. Then $(P-s)w=\kappa u$ and $(\varepsilon+\kappa-s)u=Pw$. Multiplying these equations and cancelling $uw$ gives

$$s^2-s(\varepsilon+\kappa+P)+P\varepsilon=0.\tag{7}$$

For $\varepsilon\ll\kappa+P$ one root is near $\kappa+P$ and describes the exchange transient. For the slow root insert $s=s_1\varepsilon+s_2\varepsilon^2+\dots$. The first order gives $s_1=P/(\kappa+P)$. The second gives $s_2(\kappa+P)=s_1^2-s_1=-P\kappa/(\kappa+P)^2$. Therefore

$$s=D_{\rm eff}q^2(1-\delta+\dots),\qquad \delta=\frac{\kappa\varepsilon}{(\kappa+P)^2},\tag{8}$$

$$D_{\rm eff}=\frac{DP}{\kappa+P}=\frac{D}{1+NK/(1+Kc_b)^2},\tag{9}$$

where the last form uses $\kappa/P=NK/(1+Kc_b)^2$.

The sign of the correction does not depend on the expansion. At $s_0=D_{\rm eff}q^2$ the left side of (7) equals $s_0(s_0-\varepsilon)$, which is negative because $s_0<\varepsilon$. So $s_0$ lies between the roots, and the slow decay is slower than $D_{\rm eff}$ predicts.

When trapping dominates, $\kappa\gg P$, (8) becomes $\delta\approx Dq^2/\kappa\approx D_{\rm eff}q^2/P$. The relaxation rate $P$ of the traps, which is the release rate $p$ in the dilute case, must be large compared with the effective diffusion rate $D_{\rm eff}q^2$; it need not be large compared with the lattice rate $Dq^2$.

The coefficient acts on the total density $C$. After the exchange transient, $J=-D\,\partial_xc=-D_{\rm eff}\,\partial_xC$ in this limit. Using $D_{\rm eff}$ with the gradient of $c$ alone would give too small a flux.

## Fast exchange with filling traps

If exchange is fast but $c$ varies widely, then $C=c+NKc/(1+Kc)$ and $dC/dc=1+NK/(1+Kc)^2$. Since $\partial_xc=(dc/dC)\,\partial_xC$,

$$\partial_tC=\partial_x\!\left[D_{\rm eff}(c)\,\partial_xC\right],\qquad D_{\rm eff}(c)=\frac{D}{1+NK/(1+Kc)^2}.\tag{10}$$

A change $\Delta c$ about $c_b$ alters $(1+Kc)^{-2}$ by the relative amount $-2K\Delta c/(1+Kc_b)$ to first order. A constant coefficient is thus justified when $K|\Delta c|\ll1+Kc_b$. This includes the dilute case $c_b=0$, $Kc\ll1$, and also small changes in a film whose traps are substantially filled. If $NK/(1+Kc)^2\ll1$ throughout, changes in the trapped density are negligible beside those in the mobile density, and the coefficient is simply close to $D$.

## Permeation: what the transient reveals

Let an empty film be exposed at $t=0$ to $c(0)=c_0$, with $c(L)=0$. In the dilute case the Laplace transform of (1) gives $\tilde\theta=k\tilde c/(s+p)$, where $s$ is now the transform variable. Substitution in the first equation yields

$$\tilde c''=m^2\tilde c,\qquad m^2=\frac sD\left(1+\frac{Nk}{s+p}\right).\tag{11}$$

The boundary values select $\tilde c=(c_0/s)\sinh[m(L-x)]/\sinh(mL)$. Taking $-D\tilde c'(L)$ and dividing by the steady flux $Dc_0/L$ gives the normalized exit flux

$$\tilde j(s)=\frac{mL}{s\sinh(mL)}.\tag{12}$$

**Fast release.** For $|s|\ll p$, $Nk/(s+p)=NK(1-s/p+\dots)$, so $m^2\to s/D_{\rm eff}$ with a correction of order $1/p$. In the limit $p\to\infty$ at fixed $K$, the poles of (12) are $s=0$, with residue 1, and $s_n=-n^2\pi^2D_{\rm eff}/L^2$. With $z=mL$, $dz/ds=z/(2s)$, and near a pole $\sinh z\approx(-1)^n(z-z_n)$, so the residue is $2(-1)^n$. Thus

$$j(t)=1+2\sum_{n\ge1}(-1)^n e^{-n^2\pi^2D_{\rm eff}t/L^2}.\tag{13}$$

**Slow release.** Before appreciable release, set $p=0$ in (11), which gives $m^2=(s+Nk)/D$. Once lattice diffusion has settled, $s\to0$ inside $m$ and the flux reaches a temporary plateau

$$j_{\rm p}=\frac{\varphi}{\sinh\varphi},\qquad \varphi=L\sqrt{Nk/D}.\tag{14}$$

This is the flux that crosses without capture while the traps remain nearly empty, expressed as a fraction of the steady flux. The later rise comes from release.

### The time lag does not reveal the exchange rate

Multiply the balance in (1) by $x$ and integrate by parts. No dilute assumption is needed:

$$\frac{d}{dt}\int_0^Lx\,C\,dx=DL\,c'(L)-D[c(L)-c(0)]=-LJ(L)+Dc_0 .$$

Let $Q(t)$ be the hydrogen released per unit area at the exit. Integration from the empty state gives $\int xC\,dx=Dc_0t-LQ$. At late times $c_s=c_0(1-x/L)$ and $\theta_s=Kc_s/(1+Kc_s)$, so $Q\to(Dc_0/L)(t-t_{\rm lag})$ with

$$t_{\rm lag}=\frac1{Dc_0}\int_0^Lx(c_s+N\theta_s)\,dx .$$

The mobile part of the integral is $c_0L^2/6$. For the traps put $y=1-x/L$ and $a=Kc_0$; then $\int x\theta_s\,dx=L^2I$ with

$$I=\int_0^1(1-y)\left[1-\frac1{1+ay}\right]dy .$$

The first term gives $1/2$. In the second, write $1-y=[(1+a)-(1+ay)]/a$ before integrating. The result is

$$t_{\rm lag}=\frac{L^2}{6D}\left[1+\frac{6N}{c_0}I\right],\quad I=\frac12+\frac1a-\frac{(1+a)\ln(1+a)}{a^2}.\tag{15}$$

Only the ratio $K=k/p$ enters. For small $a$, $I\to a/6$ and $t_{\rm lag}\to L^2(1+NK)/(6D)$, the value for the constant $D_{\rm eff}$, however slow the exchange. This is the lag of the final asymptote. At $s=P$ the left side of (7) is $-P\kappa<0$, so the slow root lies below $P$, and in the dilute case the asymptote is reached only for $t\gg1/p$. A tangent drawn earlier, while the traps are still filling, gives a shorter apparent lag that does depend on $p$.

## A film with round parameters

Take $L=1000$ nm, $D=10^4$ nm²/s, $N=0.1$ nm⁻³ and $K=990$ nm³. Then $NK=99$ and the dilute coefficient is $10^4/(1+99)=100$ nm²/s, or $10^{-12}$ cm²/s. The grid has 100 cells. Release is fast ($p=10$ s⁻¹) or slow ($p=10^{-3}$ s⁻¹), with $k=Kp$.

These values illustrate the model and do not describe a particular material. If lattice diffusion alone limits capture, $k\approx4\pi RD$ for a capture radius $R$, or about $3.8\times10^4$ nm³/s for $R=0.3$ nm. The fast case, with $k=9900$ nm³/s, is at about a quarter of this limit. The slow case, with $k=0.99$ nm³/s, requires a strong additional obstacle to capture, such as an energy barrier around the trap.

**Single modes.** For $q=\pi/L$, $Dq^2=0.0987$ s⁻¹. Expressed as $s/q^2$, the decay found by time stepping is 99.98 nm²/s for dilute fast exchange, but 50.453 nm²/s for slow exchange, against 50.455 from (7). In a loaded film with fast exchange and $Kc_b=1$, (9) gives $10^4/(1+99/4)=388.35$ nm²/s; stepping gives 388.25. One coefficient works there because exchange is fast and the disturbance is only 0.1% of $c_b$.

**Dilute permeation.** With $c_0=10^{-6}$ nm⁻³, $Kc_0\approx0.001$. The normalized exit fluxes are:

| $t$ (s) | fast | slow | constant $D_{\rm eff}$ |
|---:|---:|---:|---:|
| 50 | 0.000 | 0.282 | 0.000 |
| 1000 | 0.293 | 0.516 | 0.293 |
| 2000 | 0.723 | 0.688 | 0.723 |
| 5000 | 0.986 | 0.923 | 0.986 |

For slow release $Nk=0.099$ s⁻¹, so $\varphi=\sqrt{9.9}\approx3.15$ and (14) predicts a plateau near 0.27. The value at 50 s is slightly higher, as expected once some release has begun. Slow exchange therefore causes early breakthrough as well as a long tail.

Yet both films have a lag of 1665.9 s. The stepped and analytic values, 1665.93 and 1665.85 s, differ by about $5\times10^{-5}$ relative. This is the cell-sum error: replacing $\int x(L-x)\,dx=L^3/6$ by midpoint values adds $h^2L/12$, a relative excess of $h^2/(2L^2)=5\times10^{-5}$.

For slow exchange the largest flux error of $D_{\rm eff}$ is 0.37 of the steady flux. Scanning constant coefficients from 50 to 20,000 nm²/s reduces it only to 0.31, at 216 nm²/s. Refitting the coefficient does not repair the model.

**Filled traps.** With $c_0=0.01$ nm⁻³, $a=9.9$ and $I\approx0.3353$. Equation (15) gives $16.67\times(1+60\times0.3353)\approx352$ s for either release rate, and stepping agrees. With fast exchange, the best constant coefficient in the same scan, 402 nm²/s, still leaves an error of 0.23 of the steady flux. The local-equilibrium model differs from full kinetics by at most $4.4\times10^{-4}$ of the steady flux. Here the failure comes from the varying $D_{\rm eff}(c)$, not from slow exchange.

**Numerical quality.** Halving the time step reduces the difference between successive solutions by a factor 1.99, consistent with first order. The permeation balance closes to about $4\times10^{-15}$ of the hydrogen admitted. One fast flux in the numerical output is a rounded zero with a minus sign; reported fluxes are extrapolated in the time step and interpolated in time, and neither operation guarantees positivity.

## Selecting the setting

First compare the range of $Kc$ with $1+Kc_b$. Then evaluate $\delta$ from (8), with $q=\pi/L$ for a film or $q\approx\pi/\ell$ for the shortest feature $\ell$ that matters. For dilute permeation in this example:

| $p$ (s⁻¹) | $\delta$ | largest flux error |
|---:|---:|---:|
| 0.001 | 0.98 | 0.37 |
| 0.01 | 0.098 | 0.080 |
| 0.1 | 0.0098 | 0.011 |
| 1 | 0.00098 | 0.0011 |
| 10 | 0.000098 | 0.00011 |

Errors are fractions of the steady flux, sampled at 40 times between 20 and 8000 s. Once $\delta$ is small, the error is close to $1.1\,\delta$ here and falls as $1/p$, as the expansion of (11) predicts.

- Use **one coefficient** when $K|\Delta c|\ll1+Kc_b$ and $\delta$ is well below the error you can accept. An error near 1% of the steady flux corresponds here to $\delta\approx0.01$.
- Use **local equilibrium** when exchange is fast but the filling of traps varies appreciably. Estimate $\delta$ over the range of $c$, and check one case against full kinetics. The estimate comes from small disturbances, and the example above tests it only at $Kc_0=9.9$. When an empty film is loaded with $Kc_0\gg1$, a filling front much narrower than $L$ crosses it, and $\delta$ with $q=\pi/L$ understates the error by a factor that grows with $Kc_0$. The comparison with full kinetics is then the test to rely on.
- Use **full kinetics** when changes in the trapped density are appreciable beside those in the mobile density and $\delta$ is not small, or when early breakthrough or the exchange transient itself matters. If the film starts in equilibrium and $NK/(1+Kc)^2\ll1$ throughout, the lattice coefficient $D$ suffices for the overall flux even when $\delta$ is large. This can hold for nearly full traps as well as for weak ones.

Reassess the choice when the thickness changes. At fixed material parameters $\delta\propto1/L^2$, so a film ten times thinner has a $\delta$ one hundred times larger. To test the choice against permeation data, compare the whole transient: by (15), agreement in the time lag alone says nothing about whether exchange is fast.

## Computed results

```
L = 1000 nm; D = 10000 nm^2/s; cells = 100
N = 0.10 nm^-3; K = 990 nm^3; N K = 99.0
release rates: fast 10 1/s, slow 0.001 1/s
entry c0: dilute 1e-06, filled 0.01 nm^-3
K c0: dilute 9.90e-04, filled 9.90
dilute D_eff = 100.00 nm^2/s = 1.00e-12 cm^2/s
most Newton iterations in a step = 8
sealed one-step relative drift = 1.3e-14
permeation relative balance error = 4.2e-15
time-step halving error ratio = 1.989
relative gap to collocation: c 5.5e-05, theta 2.8e-05
mode: D from stepping, from root, local D_eff (nm^2/s)
  dilute fast: 99.982, 99.990, 100.000
  dilute slow: 50.453, 50.455, 100.000
  loaded fast: 388.246, 388.278, 388.350
p=1 1/s: rate defect 9.761e-04, delta 9.771e-04
normalized dilute exit flux: t(s), fast, slow, single D_eff
  50, -0.0000, 0.2816, 0.0000
  200, 0.0000, 0.3239, 0.0000
  1000, 0.2931, 0.5160, 0.2929
  2000, 0.7231, 0.6876, 0.7229
  5000, 0.9857, 0.9225, 0.9856
largest gap to Laplace inversion = 2.2e-04
max flux error of D_eff: fast 2.2e-04, slow 0.369
slow: best single D 216 nm^2/s, error 0.309
filled: best single D 402 nm^2/s, error 0.232
filled: local-equilibrium flux error = 4.4e-04
time lag: from stepping, from formula (s)
  dilute fast: 1665.93, 1665.85
  dilute slow: 1665.93, 1665.85
  filled fast: 352.06, 352.01
  filled slow: 352.06, 352.01
dilute sweep: p (1/s), delta, max flux error of D_eff
  0.001, 9.77e-01, 3.69e-01
  0.01, 9.77e-02, 7.98e-02
  0.1, 9.77e-03, 1.05e-02
  1, 9.77e-04, 1.09e-03
  10, 9.77e-05, 1.10e-04
```
